\section*{Expected Roughness Variance about the Mean Edge of a Finite Line, part 1}

(Sections cited here and not found follow in the second part.)

\section{The variance deficit of a continuous edge}

\subsection{An edge made of independent blocks}

Take an edge segment of length $L$ divided into $n$ blocks of equal length $\ell=L/n$. Within block $k$ the edge is displaced from its true average position by a constant amount $x_k$. The displacements have zero expectation and variance $\sigma^2$, and different blocks are uncorrelated.

An instrument that does not know the true average position uses the segment mean $\bar x=n^{-1}\sum_k x_k$ as its reference. The roughness variance that it reports is
\begin{equation}
s^2=\frac1n\sum_{k=1}^{n}(x_k-\bar x)^2
=\frac1n\sum_{k=1}^{n}x_k^2-2\bar x\,\frac1n\sum_{k=1}^{n}x_k+\bar x^2
=\frac1n\sum_{k=1}^{n}x_k^2-\bar x^2 .
\end{equation}
The middle term is $-2\bar x^2$, because the average of the $x_k$ is $\bar x$ itself. The first term of the result has expectation $\sigma^2$. For the second, the cross terms vanish and
\begin{equation}
E[\bar x^2]=\frac1{n^2}\sum_{k=1}^{n}E[x_k^2]=\frac{\sigma^2}{n}.
\end{equation}
Therefore
\begin{equation}
E[s^2]=\sigma^2\left(1-\frac1n\right)=\sigma^2\left(1-\frac{\ell}{L}\right).
\label{eq:blocks}
\end{equation}
The mean follows the particular edge that was measured, and so it absorbs part of the roughness. The fraction absorbed is one block length over the segment length. A real edge has no sharp blocks, but its displacement is correlated over a finite distance. For an exponential correlation with correlation length $\xi$, the calculation below shows that a long segment behaves like \eqref{eq:blocks} with $\ell=2\xi$.

\subsection{Definitions and assumptions}

Let $y$ run along a nominally straight edge, and let $x(y)$ be the displacement of the edge from its ensemble-mean position. The ensemble consists of many edges made in the same way. Three assumptions are used:
\begin{enumerate}
\item $E[x(y)]=0$ at every $y$.
\item The covariance depends on separation alone, $E[x(y)x(y')]=C(y-y')$.
\item The covariance is exponential,
\begin{equation}
C(u)=\sigma^2e^{-|u|/\xi}.
\label{eq:cov}
\end{equation}
\end{enumerate}
Here $\sigma$ is the true rms roughness of one edge, and $\xi$ is the separation at which the correlation has fallen to $1/e$. A correlation length defined by another threshold must be converted before it is used below.

The second assumption must hold up to both ends of the segment. This is reasonable for a measuring window placed inside a longer line. It fails if the window includes the rounded physical ends of the line, where both the mean shape and the roughness depend on position.

The segment mean and the measured variance are
\begin{equation}
\bar x=\frac1L\int_0^L x(y)\,dy,
\qquad
s^2=\frac1L\int_0^L\left[x(y)-\bar x\right]^2dy .
\label{eq:defs}
\end{equation}
Both are random: they differ from one segment to another. No assumption about the shape of the probability distribution is needed for the expectation of $s^2$, since it involves second moments alone.

\subsection{Reduction to the variance of the mean}

Expanding the square in \eqref{eq:defs} gives, as for the blocks,
\begin{align}
s^2&=\frac1L\int_0^L x^2\,dy-2\bar x\,\frac1L\int_0^L x\,dy+\bar x^2
\nonumber\\
&=\frac1L\int_0^L x^2\,dy-\bar x^2 .
\label{eq:expand}
\end{align}
The variance at each point is $C(0)=\sigma^2$, so the first term has expectation $\sigma^2$. Since $E[\bar x]=0$, the expectation of $\bar x^2$ is the variance of $\bar x$. Hence
\begin{equation}
E[s^2]=\sigma^2-\operatorname{Var}(\bar x).
\label{eq:balance}
\end{equation}
Define the fractional deficit as $D=\operatorname{Var}(\bar x)/\sigma^2$. Then $E[s^2]=\sigma^2(1-D)$.

Equation \eqref{eq:balance} is a balance. The variance missing from the roughness within segments appears as a variation of the mean position between segments. If the two edges of a line are uncorrelated and have equal statistics, the mean width of the segment varies with variance $2\sigma^2D$. Roughness within a segment and width variation between segments are then two parts of the same edge fluctuation, and the window length sets the division.

\subsection{Counting pairs of points}

From the definition of $\bar x$,
\begin{equation}
\operatorname{Var}(\bar x)=\frac1{L^2}\int_0^L\!\int_0^L C(y-y')\,dy\,dy' .
\label{eq:double}
\end{equation}
Let $u=y-y'$. For a fixed positive $u$, both points lie in the segment when $y'$ runs from $0$ to $L-u$, which is an interval of length $L-u$. Negative separations contribute the same amount because $C(-u)=C(u)$. Therefore
\begin{equation}
\operatorname{Var}(\bar x)=\frac2{L^2}\int_0^L(L-u)\,C(u)\,du .
\label{eq:pairs}
\end{equation}
The weight $L-u$ expresses that a finite segment contains fewer pairs at large separation.

Insert \eqref{eq:cov} and write $q=e^{-L/\xi}$. The two integrals required are
\begin{equation}
\int_0^L e^{-u/\xi}\,du=\xi(1-q)
\end{equation}
and, by integration by parts,
\begin{align}
\int_0^L u\,e^{-u/\xi}\,du
&=\left[-\xi u\,e^{-u/\xi}\right]_0^L+\xi\int_0^L e^{-u/\xi}\,du
\nonumber\\
&=-\xi Lq+\xi^2(1-q).
\end{align}
Multiplying the first by $L$ and subtracting the second gives
\begin{align}
\int_0^L(L-u)e^{-u/\xi}\,du
&=L\xi(1-q)+\xi Lq-\xi^2(1-q)
\nonumber\\
&=L\xi-\xi^2(1-q).
\end{align}
The terms in $Lq$ cancel. With the prefactor $2/L^2$,
\begin{equation}
D=\frac{2\xi}{L}-\frac{2\xi^2}{L^2}\left(1-e^{-L/\xi}\right),
\qquad E[s^2]=\sigma^2(1-D).
\label{eq:D}
\end{equation}
This holds for every positive ratio $L/\xi$ under the stated assumptions.

\subsection{Long and short segments}

For $L\gg\xi$ the first term of \eqref{eq:D} dominates:
\begin{equation}
E[s^2]\simeq\sigma^2\left(1-\frac{2\xi}{L}\right).
\label{eq:leading}
\end{equation}
The error of the leading deficit follows directly from \eqref{eq:D}:
\begin{equation}
0<\frac{2\xi}{L}-D=\frac{2\xi^2}{L^2}\left(1-e^{-L/\xi}\right)<\frac{2\xi^2}{L^2}.
\label{eq:bound}
\end{equation}
Relative to the leading term $2\xi/L$, this error is below $\xi/L$. The leading term overstates the deficit.

The corresponding statement for the root of the expected variance is
\begin{equation}
\sqrt{E[s^2]}=\sigma\sqrt{1-D}\simeq\sigma\left(1-\frac{\xi}{L}\right),
\end{equation}
because $\sqrt{1-D}\simeq1-D/2$. The fractional deficit in rms roughness is thus half the deficit in variance, to leading order.

For a short segment, put $p=L/\xi$ and expand the exponential:
\begin{align}
1-e^{-p}&=p-\frac{p^2}{2}+\frac{p^3}{6}-\frac{p^4}{24}+\cdots,
\\
D&=\frac2p-\frac2{p^2}\left(p-\frac{p^2}{2}+\frac{p^3}{6}-\frac{p^4}{24}+\cdots\right)
\nonumber\\
&=1-\frac p3+\frac{p^2}{12}-\cdots .
\end{align}
Consequently $E[s^2]\to\sigma^2L/(3\xi)$ as $L/\xi\to0$. Nearly all of the displacement is then common to the whole segment and is removed with the mean. Equation \eqref{eq:leading} must not be used in this range. It gives zero variance at $L=2\xi$ and a negative variance for shorter segments, while \eqref{eq:D} stays positive.

\subsection{The same result in the frequency domain}

Many roughness analyses use a power spectral density. With frequency $f$ in cycles per unit length and a two-sided convention, define
\begin{equation}
S(f)=\int_{-\infty}^{\infty}C(u)e^{-2\pi ifu}\,du,
\qquad
C(u)=\int_{-\infty}^{\infty}S(f)e^{2\pi ifu}\,df .
\end{equation}
For the exponential covariance the two half-lines give complex conjugates, so
\begin{align}
S(f)&=2\sigma^2\operatorname{Re}\int_0^\infty e^{-u(1/\xi+2\pi if)}\,du
=2\sigma^2\operatorname{Re}\frac1{1/\xi+2\pi if}
\nonumber\\
&=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.
\label{eq:psd}
\end{align}
Substituting the inverse transform into \eqref{eq:double} produces the squared magnitude of the average of $e^{2\pi ify}$ over the segment:
\begin{equation}
\operatorname{Var}(\bar x)=\int_{-\infty}^{\infty}S(f)
\left[\frac{\sin(\pi fL)}{\pi fL}\right]^2df .
\label{eq:spectral}
\end{equation}
The bracketed weight equals one at $f=0$ and has total area $1/L$. When $L\gg\xi$, $S(f)$ is nearly constant over the width of the weight, and
\begin{equation}
\operatorname{Var}(\bar x)\simeq\frac{S(0)}{L}=\frac{2\sigma^2\xi}{L}.
\end{equation}
Subtracting the mean thus removes a low-frequency band of effective width $1/L$. With a one-sided density, which is twice as large and is integrated over positive $f$, the leading variance is $S_1(0)/(2L)$.

\subsection{Dependence on the correlation shape}

Equation \eqref{eq:pairs} is not restricted to the exponential. If $C(u)$ falls fast enough for $\int_0^\infty u|C(u)|\,du$ to be finite, its leading term for a long segment is
\begin{equation}
D\simeq\frac{2}{L\sigma^2}\int_0^\infty C(u)\,du ,
\label{eq:general}
\end{equation}
provided this integral is not zero. The exponential integral is $\sigma^2\xi$, which is the origin of the factor two. For the Gaussian form $C(u)=\sigma^2e^{-u^2/\xi^2}$, which has the same $1/e$ length,
\begin{equation}
\int_0^\infty e^{-u^2/\xi^2}\,du=\frac{\sqrt\pi}{2}\,\xi,
\qquad
\int_0^\infty u\,e^{-u^2/\xi^2}\,du=\frac{\xi^2}{2}.
\end{equation}
Equation \eqref{eq:pairs} then gives
\begin{equation}
D_{\rm G}\simeq\sqrt\pi\,\frac{\xi}{L}-\frac{\xi^2}{L^2},
\label{eq:gauss}
\end{equation}
where the neglected terms come from the tails beyond $L$ and are exponentially small. The coefficient is $1.77$ instead of $2$. A correlation length is therefore insufficient for the correction unless the shape of the correlation is also known.

\subsection{Worked example}

Take $\sigma=1.2$ nm, $\xi=20$ nm and $L=400$ nm, so that $\xi/L=0.05$. The exponential $e^{-20}$ is negligible here, and
\begin{equation}
D=2(0.05)-2(0.05)^2=0.100-0.005=0.095 .
\end{equation}
Direct numerical evaluation of the double integral \eqref{eq:double} and of the spectral integral \eqref{eq:spectral} also gives $0.0950$ in each case. The expected measured variance is
\begin{equation}
E[s^2]=1.44\times0.905=1.303\ \mathrm{nm}^2,
\end{equation}
whose root is $1.142$ nm. This is $4.9\%$ below the true $\sigma$. The missing variance appears as an rms wander of the segment mean of
\begin{equation}
\sigma\sqrt D=1.2\sqrt{0.095}=0.370\ \mathrm{nm}.
\end{equation}

If the expected variance is corrected with the leading deficit alone, the recovered roughness is $\sqrt{1.3032/0.900}=1.203$ nm, about $0.3\%$ above the true value. A sharp cut that removes the frequencies $|f|<1/(2L)$ would remove a fraction
\begin{equation}
\frac1{\sigma^2}\int_{-1/(2L)}^{1/(2L)}S(f)\,df
=\frac2\pi\arctan\frac{\pi\xi}{L}=0.099 .
\end{equation}
This is close to $D$ but not equal to it, because the weight in \eqref{eq:spectral} is not a sharp cut.

With $\sigma$ and $\xi$ held fixed, the dependence on segment length is as follows.
\begin{center}
\begin{tabular}{rccc}
$L$ (nm) & $D$ & $2\xi/L$ & $\sqrt{E[s^2]}$ (nm)\\
20 & 0.736 & 2.000 & 0.617\\
50 & 0.506 & 0.800 & 0.843\\
100 & 0.321 & 0.400 & 0.989\\
200 & 0.180 & 0.200 & 1.087\\
400 & 0.095 & 0.100 & 1.142\\
1000 & 0.039 & 0.040 & 1.176\\
2000 & 0.020 & 0.020 & 1.188
\end{tabular}
\end{center}
Under this model, two laboratories that measure the same edges with windows of 100 and 1000 nm expect root variances of 0.99 and 1.18 nm. The difference comes from the window, not from the edges. Since $D<2\xi/L$, the condition $L\ge2\xi/\varepsilon$ is sufficient to keep the deficit below a chosen fraction $\varepsilon$, for an exponential correlation with known $\xi$.

\section{Sampled data, correction and neglected effects}

\subsection{Results carried over}

The edge displacement $x$ has zero expectation, variance $\sigma^2$ and covariance $\sigma^2e^{-|u|/\xi}$. On a segment of length $L$, $\bar x$ is the mean displacement and $s^2$ is the mean square deviation from $\bar x$. With $a=\xi/L$,
\begin{equation}
E[s^2]=\sigma^2(1-D),\qquad
D=\frac{\operatorname{Var}(\bar x)}{\sigma^2}=2a-2a^2\left(1-e^{-1/a}\right).
\label{eq:restate}
\end{equation}
The example has $\sigma=1.2$ nm, $\xi=20$ nm and $L=400$ nm, which gives $a=0.05$ and $D=0.095$. Unless stated otherwise, these values are held fixed below.

\subsection{A sampled edge}

An image gives the edge at $N$ points with pitch $d$. Set $L=Nd$, so that each point represents a length $d$, and let $r=e^{-d/\xi}$ be the correlation between neighbours. With divisor $N$ in both the mean and the variance, the balance $E[s^2]=\sigma^2-\operatorname{Var}(\bar x)$ still holds. The sampled deficit is
\begin{equation}
D_N=\frac1{N^2}\sum_{i,j=1}^{N}r^{|i-j|}
=\frac1N+\frac2{N^2}\sum_{k=1}^{N-1}(N-k)r^k ,
\label{eq:DNsum}
\end{equation}
since there are $N-k$ pairs at separation $k$ in each order. To evaluate the last sum, write it as a sum of geometric series. The power $r^k$ occurs once for each $m$ from $k$ to $N-1$, which is $N-k$ times:
\begin{align}
\sum_{k=1}^{N-1}(N-k)r^k
&=\sum_{m=1}^{N-1}\sum_{k=1}^{m}r^k
=\frac r{1-r}\sum_{m=1}^{N-1}(1-r^m)
\nonumber\\
&=\frac r{1-r}\left[N-1-\frac{r-r^N}{1-r}\right]
\nonumber\\
&=\frac r{1-r}\left[N-\frac{1-r^N}{1-r}\right].
\end{align}
Inserting this in \eqref{eq:DNsum} and combining the two terms of order $1/N$ gives
\begin{equation}
D_N=\frac{1+r}{N(1-r)}-\frac{2r(1-r^N)}{N^2(1-r)^2}.
\label{eq:DN}
\end{equation}

For fine sampling, $(1+r)/(1-r)=\coth[d/(2\xi)]\simeq2\xi/d+d/(6\xi)$. Also $r/(1-r)^2=1/\{4\sinh^2[d/(2\xi)]\}\simeq\xi^2/d^2-1/12$. For a long segment, where $r^N$ is negligible, these expansions give
\begin{equation}
D_N-D\simeq\frac{d^2}{6\xi L}+\frac{d^2}{6L^2}.
\end{equation}
At $d=1$ nm the difference is $2.2\times10^{-5}$, which is negligible beside $D$.

Some software divides the sum of squares by $N-1$. This multiplies $E[s^2]$ by $N/(N-1)$. For uncorrelated samples, $r=0$ and $D_N=1/N$, so the factor removes the deficit. For $N=400$ it raises the variance by $0.25\%$, whereas the deficit is $9.5\%$. The divisor $N-1$ therefore does not correct a finely sampled, correlated edge.

For an edge with exponential correlation, the variance lost by subtracting the segment mean is now known for both continuous and sampled data, and the divisor $N-1$ does not restore it when the sampling is fine. Still to be treated are tilt removal, detection noise, beam averaging, the scatter between edges, the correction of measured variances and the relation to real resist lines.
